# Bending rigidity from nanotube energies: window, chirality and reference error

A continuum calculation of a monolayer channel laid over a step must decide whether the sheet follows the corner or bridges it. Bending to radius $R$ costs $D/(2R^2)$ per area, where $D$ is the bending rigidity, and contact gains an adhesion energy $\Gamma$ per area. Equating the two gives $R_c=\sqrt{D/2\Gamma}$ as the scale of the tightest corner that the sheet can follow. A small relative error in $D$ becomes half that error in $R_c$.

An atomistic calculation can supply $D$ from rolled sheets. The naive scheme is to relax several nanotubes, subtract the energy of the flat sheet, divide by area, and draw a line through the origin against $1/R^2$. Its slope is $D/2$. Small tubes are the cheapest points to compute, but they weigh heavily in such a fit. The scheme can be judged on a model whose $D$ is known independently. There, a line through all 38 tubes, with radii from about 0.2 to 1.6 nm, gives 1.464 eV instead of 1.514 eV, which is 3.3% too low. The cure depends on what the line leaves out.

## What the energy can contain

Let $u$ be the tube energy minus the sheet energy for the same number of atoms, divided by the flat area of those atoms. Let $R=|\mathbf C|/2\pi$ be the nominal radius, where $\mathbf C=n\mathbf a_1+m\mathbf a_2$ is the lattice vector that becomes the circumference, and write $\kappa=1/R$. Assume zero temperature, an isolated circular tube, and interactions that are short-ranged and smooth enough for a power series in $\kappa$.

If the flat sheet has a mirror in its own plane, or an inversion centre, that operation turns upward bending into downward bending. Then $u(\kappa)=u(-\kappa)$ and odd powers vanish.

Direction enters through the curvature tensor $\kappa_{ij}=\kappa e_ie_j$, where $\mathbf e=(\cos\theta,\sin\theta)$ points around the tube. A term quadratic in this tensor is of degree four in $\mathbf e$, so its angular harmonics go no higher than $4\theta$. Threefold symmetry about the normal keeps multiples of three. Since $\mathbf e$ and $-\mathbf e$ describe the same tube, only even harmonics survive, so the allowed ones are multiples of six. The quadratic term is therefore isotropic. The quartic term has degree eight and admits the sixth harmonic. With $\theta$ measured from a lattice vector of a honeycomb sheet, a vertical mirror plane removes $\sin6\theta$. Hence

$$u=\frac{D}{2R^2}+\frac{B(\theta)}{R^4}+O(R^{-6}),\qquad B=B_0+B_6\cos6\theta .$$

Here $\theta=0$ is a zigzag tube $(n,0)$ and $\theta=30^\circ$ an armchair tube $(n,n)$. One $D$ must serve every chirality; a difference between families that persists in wide tubes signals an error or a broken assumption.

## What relaxation changes

Let $\varepsilon$ stand for an in-plane strain. It is even under reversal of the bending, so its lowest coupling is to $\kappa^2$:

$$u=\tfrac12D\kappa^2+B_{\rm rigid}\kappa^4+g\kappa^2\varepsilon+\tfrac12Y\varepsilon^2 .$$

Setting the derivative with respect to $\varepsilon$ to zero gives $\varepsilon=-g\kappa^2/Y$. Substitution gives $-g^2\kappa^4/Y+g^2\kappa^4/(2Y)=-g^2\kappa^4/(2Y)$. Strain relaxation changes $B$ and leaves $D$ alone.

An internal displacement $\eta$ that is odd under reversal may couple linearly. Minimizing $f\kappa\eta+\frac12c\eta^2$ gives $\eta=-f\kappa/c$ and energy $-f^2\kappa^2/(2c)$, so that

$$D=D_{\rm rigid}-\frac{f^2}{c}.$$

In a three-plane layer with a mirror in its middle plane, opposite lateral shifts of the upper and lower atoms are of this kind. If the layer has an inversion centre instead, a common lateral shift of the outer atoms against the middle ones is odd. A common vertical shift of the outer atoms against the middle ones is odd in both cases. Rigid rolling then overestimates $D$ whenever $f\neq0$. In a flat honeycomb sheet of one element, the odd candidate is buckling of one sublattice against the other. A half-turn about the normal through a bond centre exchanges the sublattices and reverses the buckling, but preserves the curvature, so $f=0$.

The radius needs the same care. If the relaxed radius is $R_{\rm rel}=R(1+\rho/R^2)$, then

$$2R_{\rm rel}^2u=D+\frac{2B+2\rho D}{R^2}+O(R^{-4}).$$

Either radius gives the same limit, but $B$ belongs to the convention chosen. For a thick layer, measuring $R$ at an outer atomic plane a distance $d$ from the middle is worse: $2(R+d)^2u\simeq D(1+2d/R)$, which approaches $D$ only as $1/R$.

## A sheet with a known answer

The model has bond length $b=0.142$ nm. Its energy is a sum of four penalties:

- $\frac12k_r(r-b)^2$ for each bond of length $r$, with $k_r=4500$ eV/nm²;
- $\frac12k_a(\cos\alpha+\frac12)^2$ for each bond angle $\alpha$, with $k_a=8$ eV;
- $\frac12k_pw^2$ for each atom at height $w$ above the plane of its three neighbours, with $k_p=400$ eV/nm²;
- $\frac12K\sin^2\psi$ for each bond, where $\psi$ is the angle between the normals of the neighbour planes at its two ends, with $K=1.3$ eV.

The flat sheet has zero energy. On a cylinder, bond lengths and angle cosines change at order $R^{-2}$, so the first two penalties start at $R^{-4}$. The other two give $D$.

Near an atom, let $x$ run around the tube and the height be $h=-x^2/(2R)$. The neighbours lie at angles $\varphi_k=\varphi_0+2\pi k/3$. Since the mean of $\cos^2\varphi_k$ is $1/2$, their mean height is $-b^2/(4R)$, and $w=b^2/(4R)$. The two atoms of a cell cost $k_pw^2=k_pb^4/(16R^2)$. Dividing by the cell area $A=(3\sqrt3/2)b^2$ and multiplying by $2R^2$ gives the contribution $k_pb^2/(12\sqrt3)$.

The neighbour plane is also tilted. Because $\sum_k\mathbf r_k\mathbf r_k^{T}=\frac32b^2\mathbf 1$, its slope is

$$\mathbf g=\frac{2}{3b^2}\sum_k\mathbf r_kh_k=-\frac{b}{3R}\sum_k(\cos^3\varphi_k,\ \sin\varphi_k\cos^2\varphi_k)=-\frac{b}{4R}\mathbf c,$$

with the unit vector $\mathbf c=(\cos3\varphi_0,\sin3\varphi_0)$; both sums equal $\frac34$ times the corresponding component of $\mathbf c$. The normal leans by $-\mathbf g=+b\mathbf c/(4R)$. On the other sublattice the neighbour directions are reversed, and so is the lean. Moving along bond $k$ also turns the surface normal by $b\cos\varphi_k/R$ around the tube. The change of normal is thus

$$\Delta\mathbf n_k=\frac bR\left(\cos\varphi_k\,\hat{\mathbf x}-\tfrac12\mathbf c\right).$$

In the sum of squares the cross term vanishes because $\sum_k\cos\varphi_k=0$:

$$\sum_k|\Delta\mathbf n_k|^2=\frac{b^2}{R^2}\left(\frac32+\frac34\right)=\frac{9b^2}{4R^2}.$$

The cost per cell is $9Kb^2/(8R^2)$, or $\sqrt3K/(4R^2)$ per area. Altogether

$$D=\frac{k_pb^2}{12\sqrt3}+\frac{\sqrt3}{2}K=0.388+1.126=1.514\ \text{eV}.$$

A flat sheet with a weak static ripple $h_0\cos(\mathbf q\cdot\mathbf r)$ gives a second road to $D$. Its curvature has amplitude $q^2h_0$, and the mean square of the cosine is $1/2$, so $u=Dq^4h_0^2/4$. Ripples of amplitude $10^{-4}$ nm, with wavelengths of 42.6 nm along a bond direction and 24.6 nm across it, give 1.5137 and 1.5134 eV. No tube enters these values.

## Relaxing tubes of any chirality

A chiral tube can have a long axial period, but its helical symmetry generates it from two atoms. If $\mathbf a_i$ has components $x_i$ along $\mathbf C$ and $z_i$ along the axis, cell $(p,q)$ sits at angle $(px_1+qx_2)/R$ and height $pz_1+qz_2$. The tube closes because $nx_1+mx_2=2\pi R$ and $nz_1+mz_2=0$. Six variables remain: two sublattice radii, axial stretch, twist, and two shifts of the second atom. Radius, stretch and twist must all be free, or the energy includes a constraint.

The $(10,0)$ tube has nominal radius 0.3914 nm and relaxes to 0.3949 nm. Its apparent rigidity $2R^2u$ is 1.530 eV when rigidly rolled and 1.498 eV when relaxed. For $(40,0)$, four times wider, the values are 1.5149 and 1.5129 eV. The gap has fallen from 0.0313 to 0.0020 eV, close to the factor of 16 expected of a term in $1/R^2$.

With the relaxed radius, $(10,0)$ would give $1.498\times(0.3949/0.3914)^2=1.525$ eV. The radius convention moves this tube from below the true value to above it. Quoting $D$ from a single small tube therefore leaves a convention inside the result.

## Why the naive line is biased

Put $x=1/R^2$. Minimizing $\sum(u-D_1x/2)^2$ over $D_1$ gives $\sum x(u-D_1x/2)=0$, hence

$$D_1=\frac{2\sum xu}{\sum x^2}.$$

Inserting $u=Dx/2+Bx^2$ yields

$$D_1-D=\frac{2\sum Bx^3}{\sum x^2}.$$

The factor $x^3=R^{-6}$ hands the bias to the smallest tubes. For the 12 tubes with $R\ge1$ nm this formula predicts $-2.57$ meV, and the fit shows $-2.54$ meV.

The remedy is to fit $u=Dx/2+Bx^2$ as well, and to raise the smallest admitted radius $R_{\min}$ until the two fits agree within a chosen margin, here 0.5%:

| $R_{\min}$ (nm) | One term (eV) | Two terms (eV) |
|---|---|---|
| all tubes | 1.4636 | 1.5058 |
| 0.4 | 1.4998 | 1.5156 |
| 0.5 | 1.5049 | 1.5141 |
| 0.6 | 1.5074 | 1.5143 |
| 1.0 | 1.5113 | 1.5139 |

Among the cutoffs listed, the rule first holds at 0.6 nm, where 20 tubes remain. The reported value is the two-term one, $D=1.514$ eV $=2.43\times10^{-19}$ J, within 0.03% of the formula. The one-term fit in the same window is still 0.4% low. A cutoff just below 0.55 nm, which admits one more tube, also meets the margin and gives 1.5128 eV, so the last digits depend on where the cut falls.

The two-term values do not approach the limit monotonically. Part of the reason is that a pooled fit gives all chiralities one $B$. Fitted separately in the 0.6 nm window, with the same two powers, all four families give 1.5138 eV, against 1.5143 eV for the pool.

## Chirality as a check

Fits to the wide tubes of each family, with further powers included, give these quartic coefficients:

| Family | $\theta$ | $B$ (eV nm²) |
|---|---|---|
| $(n,0)$ | 0° | −0.00127 |
| $(4n,n)$ | 10.9° | −0.00147 |
| $(2n,n)$ | 19.1° | −0.00175 |
| $(n,n)$ | 30° | −0.00194 |

The end members fix $B_0=-0.001608$ and $B_6=0.000336$ eV nm². For $(2n,n)$, $\cos(6\times19.11^\circ)=-0.417$, so the law predicts $-0.001608-0.000140=-0.001748$ eV nm². The fitted value is the same to the printed digits, and so is that of $(4n,n)$. The coefficient varies by about half of its smaller magnitude, while the wide-tube limit is 1.5139 eV in every family.

Zigzag and armchair tubes make a cheap first check, because they lie at the two extremes of $\cos6\theta$ and have the shortest axial periods. They cannot reveal an error that occurs only in chiral tubes, such as a wrongly fixed twist. If families are pooled, a column $x^2\cos6\theta$ beside $x^2$ removes the bias of a common $B$ at this order.

## Why wider is not always better

Excluding small tubes suggests using very wide ones, but their bending energy is a small difference between large energies. If the sheet reference is wrong by $\delta$ per area, every tube has $u+\delta$, and

$$2R^2(u+\delta)=D+\frac{2B}{R^2}+2R^2\delta+\dots$$

An error of 1 meV per atom is $\delta=0.002/0.05239=0.038$ eV/nm². At $R=1$ nm it shifts the apparent rigidity by 0.076 eV, or 5%. In the chosen window the two-term fit then returns 1.635 eV, which is 8% high. The agreement rule gives no protection against such an error. With a $\delta$ of $-0.3$ meV per atom the one-term and two-term fits already agree at 0.4 nm, on a value of 1.497 eV that is 1.1% low; with $+0.1$ meV per atom they agree at none of the listed cutoffs.

For one tube and no correction term, holding both errors below a fraction $s$ of $D$ requires

$$\frac{2|B|}{sD}<R^2<\frac{sD}{2|\delta|}.$$

Such radii exist only if $|\delta|<s^2D^2/(4|B|)$. With $s=0.005$ and the armchair $B$, the bound is $(0.00757)^2/0.00778=0.0074$ eV/nm². Each atom occupies 0.0262 nm², so the reference must be good to about 0.2 meV per atom. With an error of 1 meV per atom, no radius meets the demand.

The fit should therefore carry a free constant, $u=u_0+Dx/2+Bx^2$. A common error $\delta$ changes only $u_0$. With the 1 meV error present, this fit gives 1.5155 eV, 0.1% above the formula; that remainder comes from the pooled $B$ and omitted powers, since the constant absorbs $\delta$. The price is that, for independent random errors of equal variance in $u$, another free column cannot reduce their effect on $D$ and usually increases it. Omitted powers and a pooled $B$ also leave a small $u_0$. A value well outside both this truncation error and the numerical error suggests that tube and sheet were not computed consistently, for instance in their sampling of electronic wavevectors. A constant does not repair an error that varies from tube to tube.

## When the power series fails

Graphene's $\pi$ electrons violate the smoothness assumption. Near each Dirac point the occupied band has energy $-\hbar vk$, with a cusp at $k=0$. Rolling restricts the wavevector around a circumference $L=2\pi R$ to $(2\pi j+\phi)/L$, measured from the Dirac point. Here $\phi=0$ if $n-m$ is divisible by three, and $\pm2\pi/3$ otherwise.

Poisson summation turns the sum over these lines into the sheet energy plus Fourier components of the band at distances $r=|s|L$, with $s\ne0$. To find them, start from the standard integral

$$\int\!\frac{d^2k}{(2\pi)^2}e^{-\lambda k+i\mathbf k\cdot\mathbf r}=\frac{\lambda}{2\pi(\lambda^2+r^2)^{3/2}} .$$

Differentiating with respect to $\lambda$ brings down $-k$. At $\lambda\to0$ the component of $-\hbar vk$ is therefore $\hbar v/(2\pi r^3)$. Two spins and two valleys give a factor of four, and the terms $\pm s$ combine into a cosine:

$$u_\pi=\frac{4\hbar v}{\pi L^3}\sum_{s=1}^{\infty}\frac{\cos s\phi}{s^3}.$$

For $\phi=0$ the sum is $\zeta(3)=1.202$. For $\phi=\pm2\pi/3$ the cosine is 1 when $s$ is a multiple of three and $-\frac12$ otherwise, so the sum is $-\frac12\zeta(3)+\frac32\zeta(3)/27=-\frac49\zeta(3)$. The energy falls as $R^{-3}$, between the two terms of the fit, and its sign depends on the tube.

For a fixed, roughly typical hopping of 2.7 eV, $\hbar v=0.575$ eV nm. Direct band sums give $+4.25$ meV/nm² for $(24,0)$ and $-1.89$ and $-1.30$ meV/nm² for $(25,0)$ and $(26,0)$. These are $+0.50$, $-0.24$ and $-0.18$% of the bending energy. The formula, which keeps only the linear part of the band, gives the last two as $-1.68$ and $-1.50$.

Near 0.94 nm the force field's zigzag quartic term is $2B/(R^2D)=-0.19$%, smaller than the electronic term for $(24,0)$. In an electronic-structure fit for graphene, a column in $R^{-3}$ with the two weights above represents this term, provided the electronic smearing is small compared with $\hbar v/L$. Smearing rounds the cusp and cuts the term off faster than any power. In the same band model a Fermi width of 0.1 eV leaves 0.34 of the term for $(24,0)$ and 0.09 for $(39,0)$, and a width of 0.026 eV leaves 0.92 and 0.80. Fitting the two classes of tube apart does not remove the $R^{-3}$ term from either. The column accounts only for this leading term: the departure of the band from a cone leaves smaller corrections, of opposite sign for $(25,0)$ and $(26,0)$ above, which can still bias $D$, for instance when a fit pools semiconducting tubes of both kinds. Adding the column therefore does not guarantee a better $D$. This estimate leaves out the change of hopping with curvature.

A sheet without up-down symmetry fails differently. Its energy begins $u=-M\kappa+\frac12D\kappa^2$, so $2R^2u=D-2MR$ runs away in wide tubes. The next odd power is allowed too, so the fit needs columns in $1/R$ and $1/R^3$, with the sign of the bending recorded. The coefficient of $1/R^3$ can vary with chirality, as $B$ does, so pooled families need a $\cos6\theta$ part there as well. To leading order the preferred curvature is $M/D$.

## The model beside graphene

The parameters are round and graphene-like. The two-dimensional Young modulus is 302 N/m, somewhat below graphene's rough 340 N/m, and $D$ lies near the rough 1.5 eV usually calculated for graphene. The largest bond strain in the fitting window is 0.06%, so bond anharmonicity should matter little there.

Suspended devices break the zero-temperature assumption. At 300 K, $k_BT/D=0.017$. Equipartition for one ripple of wavelength $\ell$ in an area $\ell^2$ gives $\ell^2Dq^4h_0^2/4=k_BT/2$. With $q=2\pi/\ell$ this means $h_0^2=(k_BT/D)\,\ell^2/(8\pi^4)$. A single plane ripple in a free sheet can relax its stretching, but overlapping ripples in different directions cannot. Their stretching, of order $Y_{2D}(qh_0)^4$ per area, rivals bending, of order $Dq^4h_0^2$, when $Y_{2D}h_0^2\sim D$. With $Y_{2D}=1883$ eV/nm² this occurs near $\ell=6$ nm. On longer scales in a free, untensioned sheet, thermal ripples can change the effective rigidity by an amount comparable with $D$ itself. The fitted value remains the zero-temperature input to such a calculation. The numerical output lists some further tubes and fits.

## Calculated quantities

```
bond length b = 0.142 nm; cell area = 0.05239 nm^2
k_r = 4500 eV/nm^2, k_a = 8.0 eV, k_p = 400 eV/nm^2, K = 1.3 eV
2D Young modulus = 1883 eV/nm^2 = 302 N/m
D from normals = 1.1258 eV, from pyramids = 0.3881 eV
D formula = 1.5139 eV
D from ripples, q along bond / across bond = 1.5137 / 1.5134 eV
tube: R (nm), u (eV/nm^2), 2R^2u relaxed (eV), 2R^2u rigid (eV)
(5,0): 0.1957, 19.1157, 1.4645, 1.5803
(10,0): 0.3914, 4.8894, 1.4984, 1.5297
(20,0): 0.7829, 1.2317, 1.5098, 1.5178
(40,0): 1.5658, 0.3085, 1.5129, 1.5149
(3,3): 0.2034, 17.3916, 1.4390, 1.4859
(6,6): 0.4068, 4.5072, 1.4917, 1.5061
(12,12): 0.8136, 1.1391, 1.5081, 1.5119
(23,23): 1.5594, 0.3110, 1.5123, 1.5133
(4,2): 0.2071, 16.8937, 1.4496, 1.5124
(8,4): 0.4143, 4.3548, 1.4947, 1.5127
(16,8): 0.8285, 1.0990, 1.5089, 1.5135
R_min (nm), tubes, one-term D (eV), two-term D (eV)
0.0, 38, 1.4636, 1.5058
0.3, 33, 1.4918, 1.5117
0.4, 28, 1.4998, 1.5156
0.5, 24, 1.5049, 1.5141
0.6, 20, 1.5074, 1.5143
0.8, 15, 1.5101, 1.5145
1.0, 12, 1.5113, 1.5139
chosen R_min = 0.6 nm, tubes = 20
extracted D = 1.5143 eV = 2.426e-19 J
error against formula = 0.025 %
direction: chiral angle (deg), window D (eV), wide-limit D (eV), B, B law (eV nm^2)
(1, 0): 0.00, 1.5138, 1.51389, -0.001272, -0.001272
(1, 1): 30.00, 1.5138, 1.51389, -0.001944, -0.001944
(2, 1): 19.11, 1.5138, 1.51389, -0.001748, -0.001748
(4, 1): 10.89, 1.5138, 1.51389, -0.001468, -0.001468
B0 = -0.001608 eV nm^2, B6 = 0.000336 eV nm^2
one-term bias, R >= 1 nm: predicted -2.565, found -2.543 meV
(10,0) relaxed radius = 0.39494 nm, nominal 0.39144 nm
largest bond strain in window = 0.057 %
1 meV/atom reference error: apparent D shift at R = 1 nm = 0.0764 eV
same error, fitted D without / with free constant = 1.6345 / 1.5155 eV
pi hopping = 2.7 eV, hbar v = 0.5751 eV nm
pi term (24,0): R = 0.9395 nm, 4.251 meV/nm^2, 0.496 % of bending energy
pi term (25,0): R = 0.9786 nm, -1.891 meV/nm^2, -0.239 % of bending energy
pi term (26,0): R = 1.0178 nm, -1.299 meV/nm^2, -0.178 % of bending energy
kT/D at 300 K = 0.0171
```
